# Steady-state Monte Carlo estimators and the role of self-scattering

## One trajectory, two drift velocities

A Monte Carlo simulation follows carriers driven by a constant force. Averaging the velocity over time gives a drift velocity of 105 km/s. Averaging the velocity just before each real scattering event, on the same trajectories, gives 203 km/s. The statistical errors are below 0.1 km/s, so a longer run will not reconcile the two numbers.

If the fictitious events called self-scattering, which leave the carrier's state unchanged, are also counted, the second average becomes 105 km/s. Why should events that do nothing change an average by almost a factor of two?

## Two states, by hand

Take a carrier that alternates between a slow state of velocity $0$ and a fast state of velocity $u$. It leaves the slow state at rate 1 and the fast state at rate 3, in some inverse time unit. The mean stays are therefore $1$ and $1/3$, and the time-averaged velocity is

$$
\frac{0\cdot 1+u\cdot\frac13}{1+\frac13}=\frac{u}{4}.
$$

Now record the velocity just before every real event. The states alternate, so half the records are $0$ and half are $u$. Their mean is $u/2$. Each visit contributes one record, however long it lasted, so short visits count too much.

Next add self-scattering at rate 2 in the slow state and 0 in the fast state, which makes the total rate 3 in both. A mean slow stay now yields $3\cdot1=3$ records and a mean fast stay yields $3\cdot\frac13=1$. The mean record is

$$
\frac{3\cdot0+1\cdot u}{3+1}=\frac{u}{4}.
$$

The number of records has become proportional to the time spent. That is the whole service of self-scattering to this estimator: it turns the events into a clock that ticks at the same rate in every state.

There is another cure. Keep the real events alone, but weight each by the inverse of its rate:

$$
\frac{0\cdot1+u\cdot\frac13}{1+\frac13}=\frac{u}{4}.
$$

## One accelerated flight, by hand

The two-state carrier does not accelerate, so it cannot show the energy estimator. Let a carrier of mass $m$ start from rest under a force $F$, reach velocity $v_0$ at time $t_0$, and be stopped there at once. The cycle then repeats. Since $v=Ft/m$, we have $Ft_0=mv_0$. The time average is

$$
\frac1{t_0}\int_0^{t_0}\frac{Ft}{m}\,dt=\frac{Ft_0}{2m}=\frac{v_0}{2}.
$$

The energy gained in flight, divided by force and time, gives the same:

$$
\frac{\frac12mv_0^2}{Ft_0}=\frac{\frac12mv_0^2}{mv_0}=\frac{v_0}{2}.
$$

Sampling before the real event gives $v_0$, twice the correct value, because every record is taken at the end of the acceleration.

## The general setting

Consider one carrier in a homogeneous system, with band energy $\varepsilon(\mathbf k)$ and velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$. Between events it obeys $\hbar\,d\mathbf k/dt=\mathbf F$, where $\mathbf F$ is the constant force. For an electron this points opposite to the electric field. Velocities without an arrow are components along $\mathbf F$.

Real scattering occurs at rate $\lambda(\mathbf k)$. Self-scattering adds a rate $\sigma(\mathbf k)\ge0$, and recorded events have total rate

$$
W(\mathbf k)=\lambda(\mathbf k)+\sigma(\mathbf k)>0.
$$

A flight here means the motion between successive recorded events. I assume a steady state with density $f$, normalized to one, and ergodic motion: for an integrable quantity $A(\mathbf k)$,

$$
\frac1T\int_0^T A(\mathbf k(t))\,dt\longrightarrow\langle A\rangle=\int f A\,d^3k
\qquad(T\to\infty).
$$

This is already the justification of time averaging over flights. "Unbiased" below means that an estimator has the correct long-run limit. The start-up transient must be discarded or made negligible in any case.

The time integral must be evaluated along the flight. In a parabolic band, with acceleration $a=F/m$ and flight duration $\tau$, the velocity is linear in time and its integral is $\tau(v_i+v_f)/2$, where $i$ and $f$ denote the two ends. The energy is quadratic, $\varepsilon(t)=\varepsilon_i+mv_iat+\frac12ma^2t^2$, so

$$
\int_0^\tau\varepsilon\,dt=\varepsilon_i\tau+\frac12mv_ia\tau^2+\frac16ma^2\tau^3
=\frac{\tau(\varepsilon_i+\varepsilon_f)}2-\frac{ma^2\tau^3}{12}.
$$

The last form follows because the endpoint average contains $\frac14ma^2\tau^3$ instead of $\frac16ma^2\tau^3$.

## Energy change per flight

By the chain rule,

$$
\frac{d\varepsilon}{dt}=\nabla_{\mathbf k}\varepsilon\cdot\frac{d\mathbf k}{dt}
=\hbar\mathbf v\cdot\frac{\mathbf F}{\hbar}=Fv.
$$

Integrating over a flight and summing over flights of total duration $T$ gives

$$
\frac{1}{FT}\sum_i(\varepsilon_{f,i}-\varepsilon_{i,i})=\frac1T\int_0^Tv\,dt.
$$

Here the second subscript numbers the flight. This is an identity for each trajectory, not a second statistical measurement, so it has the same sampling error as the time average. It holds for any differentiable band.

Only changes during flights belong in the sum. If the jumps at scattering were included, the sum would collapse to the final energy minus the initial energy, and its ratio to $T$ would vanish in a steady state. The method gives the velocity component along the force; it does not give the mean energy, and at $F=0$ it is undefined.

The identity is convenient in a nonparabolic band, where velocity is no longer linear in time. Take the band $\varepsilon(1+\alpha\varepsilon)=p^2/2m$ with $p=\hbar k$ and $\alpha=0.5$ 1/eV, the mass and force of the model given below, and a starting momentum of $-0.1$ meV ps/nm along the force and $0.2$ meV ps/nm across it. For a 1 ps flight, direct quadrature of the velocity gives a path of 209.513 nm, and energy change over force gives 209.513 nm. Averaging the endpoint velocities gives 186.637 nm, which is 11% too short relative to the quadrature.

## What a recorded event measures

Let $S(t)$ be the probability that a flight has lasted longer than $t$. The chance of ending in the next $dt$ is $W\,dt$, so

$$
\frac{dS}{dt}=-WS,\qquad S(t)=\exp\left[-\int_0^tW(\mathbf k(s))\,ds\right],
$$

and the duration has probability density $WS$. I assume that flights end with probability one.

Fix the starting state and define $G(t)=\int_0^tA(\mathbf k(s))\,ds$. The mean time integral over the flight is

$$
E[G(\tau)]=\int_0^\infty WSG\,dt=-\int_0^\infty\frac{dS}{dt}G\,dt
=-\big[SG\big]_0^\infty+\int_0^\infty SA\,dt.
$$

The boundary term vanishes at $t=0$ because $G(0)=0$, and at late times provided $SG\to0$, which I assume. Now let the subscript $b$ denote the state just before the event. Then

$$
E\left[\frac{A_b}{W_b}\right]=\int_0^\infty WS\,\frac AW\,dt=\int_0^\infty SA\,dt.
$$

Hence, for every starting state,

$$
E\left[\int_0^\tau A\,dt\right]=E\left[\frac{A_b}{W_b}\right]. \tag{1}
$$

A single point at the end of a flight represents the whole flight on average, if it carries the weight $1/W_b$.

The scatter about this average can also be found. Assuming $SG^2\to0$, the same integration by parts gives

$$
E[G(\tau)^2]=\int_0^\infty WSG^2dt=\int_0^\infty2SGA\,dt.
$$

The cross term is

$$
-2E\left[G(\tau)\frac{A_b}{W_b}\right]=-2\int_0^\infty WSG\frac AW\,dt=-2\int_0^\infty SGA\,dt.
$$

These two cancel when the square is expanded, leaving

$$
E\left[\left(G(\tau)-\frac{A_b}{W_b}\right)^2\right]
=E\left[\left(\frac{A_b}{W_b}\right)^2\right]. \tag{2}
$$

A numerical check uses $A=\varepsilon$ and a flight in the model given below, ended by real scattering only ($W=\lambda$). The carrier starts at 40 meV, with a cosine of $-0.8$ between its velocity and the force, and the rate varies strongly along the flight. Both sides of (1) are 16.4474 meV ps, and both sides of (2) are 483.59 (meV ps)². The root-mean-square gap is thus 22 meV ps, larger than the mean itself. One endpoint is a poor measurement of one flight, although its mean is right.

## From one flight to a long run

For flight $i$ let $X_i$ be its time integral of $A$ minus $A_b/W_b$. Equation (1) says that $X_i$ has zero mean given everything that happened before the flight. For $i<j$, $X_i$ is already known when flight $j$ starts, so $E[X_iX_j]=0$. With (2),

$$
E\left[\left(\sum_{i=1}^NX_i\right)^2\right]=\sum_{i=1}^NE[X_i^2]
=\sum_{i=1}^NE\left[\left(\frac{A_b}{W_b}\right)_i^2\right].
$$

If these second moments are bounded, the sum grows no faster than $N$. Dividing by $N^2$ shows that $\frac1N\sum X_i\to0$ in mean square.

First choose $A=W$. Every endpoint value $W_b/W_b$ is 1, so $\frac1N\int_0^TW\,dt\to1$. Ergodicity gives $\frac1T\int_0^TW\,dt\to\langle W\rangle$, assumed finite. Therefore $N/T\to\langle W\rangle$.

Next replace $A$ by $WA$. The endpoint value is now $A_b$, and

$$
\frac1N\sum_{i=1}^NA_{b,i}\longrightarrow
\lim\frac TN\cdot\frac1T\int_0^TWA\,dt
=\frac{\langle WA\rangle}{\langle W\rangle}. \tag{3}
$$

The plain event average therefore samples the density $Wf/\langle W\rangle$, not $f$. Subtracting the wanted value gives its bias:

$$
\frac{\langle WA\rangle}{\langle W\rangle}-\langle A\rangle
=\frac{\langle WA\rangle-\langle W\rangle\langle A\rangle}{\langle W\rangle}
=\frac{\mathrm{Cov}(W,A)}{\langle W\rangle}. \tag{4}
$$

## When the bias vanishes

If $W$ is constant wherever $f$ is nonzero, the covariance is zero for every $A$. This proves sufficiency.

For the converse, suppose the bias vanishes for every bounded $A$. Choose $A=W/(w+W)$, with $w$ a positive constant rate. Take two independent states drawn from $f$, and mark the second with a prime. Expanding the product shows that

$$
\mathrm{Cov}(W,A)=\frac12E[(W-W')(A-A')],
$$

since the two equal-state terms each give $\langle WA\rangle$ and the two mixed terms each give $-\langle W\rangle\langle A\rangle$. With a common denominator,

$$
A-A'=\frac{W(w+W')-W'(w+W)}{(w+W)(w+W')}
=\frac{w(W-W')}{(w+W)(w+W')}.
$$

Thus

$$
\mathrm{Cov}(W,A)=\frac w2E\left[\frac{(W-W')^2}{(w+W)(w+W')}\right].
$$

The quantity inside is never negative. Its mean can vanish only if $W=W'$ with probability one, so $W$ must be constant on the occupied states, apart from a set of zero probability.

Before-event sampling is therefore unbiased for all quantities if and only if the total rate of recorded events is constant. This sharpens the statement that self-scattering must be included:

- If $\lambda$ varies, real events alone are biased for some quantities. A particular $A$ uncorrelated with $\lambda$ still comes out right.
- If $\lambda$ is already constant, no self-scattering is needed.
- If self-scattering is present but $W$ still varies, for example in energy steps, some quantities are still biased.

A varying rate can be corrected by weights. Applying (3) to $A/W$ and to $1/W$ gives

$$
\frac{\sum_iA_{b,i}/W_{b,i}}{\sum_i1/W_{b,i}}
\longrightarrow\frac{\langle A\rangle/\langle W\rangle}{1/\langle W\rangle}=\langle A\rangle.
$$

For real events set $W=\lambda$. By (3), the mean square of the weight is $\langle1/\lambda\rangle/\langle\lambda\rangle$. The repair can become noisy when carriers spend much time where $\lambda$ is small.

## The algorithm with a constant rate

Choose $\Gamma\ge\lambda$ for all states reached, and set $\sigma=\Gamma-\lambda$. Then repeat:

1. Draw $\tau=-\ln r/\Gamma$, with $r$ uniform between 0 and 1. This gives survival $e^{-\Gamma t}$.
2. Move the carrier for time $\tau$. Add the flight integral to the time average, or add $\Delta\varepsilon/F$ to the velocity sum.
3. Record the state before deciding what kind of event occurs.
4. With probability $\lambda/\Gamma$, perform real scattering. Otherwise leave the state unchanged.

The procedure does not alter the physics. In a short time $dt$ the probability of a real event is $\Gamma\,dt\cdot\lambda/\Gamma=\lambda\,dt$, whatever self-events came before. The survival against real scattering is thus $\exp(-\int\lambda\,dt)$, as required.

Step 3 must include self-events. Using them to generate flights but discarding their records returns the sample to $W=\lambda$, with the bias of real-event sampling.

## The model behind the opening numbers

The example is a three-dimensional parabolic band with mass $0.3\,m_e$, at a lattice temperature of 77 K and a field of 10 kV/cm. The force is 1 meV/nm and the acceleration is $a=586.27$ nm/ps². Scattering is isotropic. With $x=\varepsilon/(50\ \mathrm{meV})$ and phonon occupation $n=0.0005341$, the rates in 1/ps are

$$
\lambda_{\rm ac}=\sqrt x,\qquad
\lambda_{\rm abs}=20n\sqrt{x+1},\qquad
\lambda_{\rm em}=20(n+1)\sqrt{x-1}.
$$

The first process is elastic; the others absorb or emit a 50 meV phonon, and emission requires $x>1$. These are round model parameters. Carriers accelerate with weak scattering until emission opens (a carrier starting from rest reaches the threshold unscattered about four times in five), and then the rate rises steeply.

The constant rate is $\Gamma=55.804$ 1/ps, the value of $\lambda$ at 400 meV. The highest sampled energy was 244.6 meV, so the condition $\Gamma\ge\lambda$ held throughout. Of 30,000,000 recorded events, 1,555,051 were real; self-events made up 94.82%.

The estimates, with one standard error, are:

| Estimator | Velocity (km/s) | Energy (meV) |
|---|---:|---:|
| time average | 105.04 ± 0.05 | 33.06 ± 0.01 |
| energy change | 105.04 ± 0.05 | – |
| all events | 105.04 ± 0.05 | 33.06 ± 0.01 |
| real events | 202.81 ± 0.08 | 63.96 ± 0.02 |
| real, weight $1/\lambda$ | 105.36 ± 0.15 | 33.07 ± 0.03 |

An independent deterministic solution, which uses neither random numbers nor self-scattering, gives 105.04 km/s and 33.04 meV. Its last digits depend on the mesh: refining the energy grid from 4 to 2 meV moves the velocity by 0.04 km/s. The program tests agreement with it to 1%. The weighted velocity lies about two standard errors high, and its error is three times that of the time average. The correct drift velocity is $1.05\times10^7$ cm/s.

## Why the false velocity is 203 km/s

For isotropic scattering the mean velocity after a real event is zero. Over a long time $T$, the force adds $aT$ to the velocity and real events remove the sum of the before-event velocities, on average. The velocity does not grow in a steady state, so these balance:

$$
\langle\lambda v\rangle=a.
$$

Equation (3) with $W=\lambda$ then gives

$$
\frac{\langle\lambda v\rangle}{\langle\lambda\rangle}
=\frac a{\langle\lambda\rangle}=a\bar\tau,
$$

where $\bar\tau=1/\langle\lambda\rangle$ is the mean time between real events. The measured time is 0.3458 ps, and

$$
586.27\times0.3458=202.7\ \text{km/s}.
$$

The real-event average is the velocity gained in a mean real flight. It is not the velocity averaged over that flight.

The covariance formula gives the same account. The deterministic solution has $\langle\lambda\rangle=2.892$ 1/ps and $\langle\lambda v\rangle=586.26$ nm/ps², so the bias is

$$
\frac{586.26-2.892\times105.04}{2.892}\simeq97.7\ \text{km/s}.
$$

Adding 105.0 km/s recovers 202.7 km/s. Relative to the time average, the measured bias is 93.1% in velocity and 93.5% in energy.

The velocity ratio is close to the factor 2 of the hand-built flight, but the model is not in that simple limit. There, the time-averaged energy is one third of the final energy, because $v^2$ grows as $t^2$. The energy ratio would be 3, whereas the simulation gives $63.96/33.06=1.93$.

## Self-scattering with the wrong clock

A two-step total rate tests the sharpened condition. Set $W=1.0151$ 1/ps below 50 meV and $W=55.804$ 1/ps above it. Both values cover the real rate in their energy range, and self-events are included. Yet the plain event averages are 203.49 km/s and 62.97 meV. Equation (3), evaluated with the deterministic solution, predicts 203.54 km/s and 62.96 meV.

The clock ticks about 55 times faster above the emission threshold, so fast carriers are counted too often. The resemblance to the real-event values belongs to these parameters; (3) does not require it. Weights $1/W$ would remove the bias.

## The gap between the two estimators

At constant $\Gamma$, before-event sampling and time averaging have the same limit but differ in a finite run. Put $\delta A=A-\langle A\rangle$. For large $N$, $T\simeq N/\Gamma$, so to leading order

$$
\frac1N\sum_iA_{b,i}-\frac1T\int_0^TA\,dt
\simeq\frac\Gamma N\sum_i\left[\frac{\delta A_{b,i}}\Gamma-\int_{\text{flight }i}\delta A\,dt\right].
$$

The brackets are uncorrelated. By (2), each has variance $\langle\delta A^2\rangle/\Gamma^2$ in the steady state, where before-event states have density $f$. The variance of the difference is therefore

$$
\frac{\Gamma^2}{N^2}\,N\,\frac{\langle\delta A^2\rangle}{\Gamma^2}
=\frac{\mathrm{Var}(A)}N.
$$

The velocity has standard deviation 107.3 km/s. For one walker with 1500 events the predicted gap is $107.3/\sqrt{1500}\simeq2.77$ km/s; the measured root-mean-square gap is 2.76 km/s. For all 30,000,000 events it falls to about 0.02 km/s, below the 0.05 km/s standard error of either estimator. This does not make the events independent: the formula describes the difference between two estimators, not the total error of each.

At fixed simulated time, $N\simeq\Gamma T$, so a larger $\Gamma$ reduces this gap as $1/\sqrt\Gamma$ while the number of events to process grows as $\Gamma$. The gap does not say which estimator is noisier: its variance fixes only the spread of the difference, and the gap can be correlated with the error of either estimator. For a two-state carrier that leaves both states at the same rate $\Gamma$, with no self-scattering, the records alternate between $0$ and $u$, so the event average over an even number of events is exactly $u/2$, and the whole gap variance, $u^2/4N$ to leading order in $1/N$, is error of the time average. In the present model the two standard errors are both 0.05 km/s. Time averaging is natural where the flight integral is easy. Before-event sampling is useful where that integral is awkward. A plain average is safe when every tick of a constant-rate clock is counted; records taken at a varying rate $W$ can be corrected by the weights $1/W$.

## Computed values

```
effective mass: 0.3 m_e
field: 10 kV/cm
force: 1 meV/nm
acceleration: 586.27 nm/ps^2
lattice temperature: 77 K
phonon energy: 50 meV
phonon occupation: 0.0005341
acoustic rate constant: 1 1/ps
optical rate constant: 20 1/ps
Gamma: 55.804 1/ps
lower step of stepped rate: 1.0151 1/ps
energy ceiling for Gamma: 400 meV
highest sampled energy: 244.6 meV
walkers: 20000; recorded events each: 1500
warm-up events each: 500; all recorded: 30000000
real events: 1555051
self-scattering share: 94.82 %
total simulated time: 5.3773e+05 ps
mean real flight time: 0.3458 ps
acceleration * mean real flight time: 202.73 km/s
deterministic reference
  drift velocity: 105.04 km/s
  mean energy: 33.037 meV
  mean real rate: 2.892 1/ps
  mean of rate * velocity: 586.26 nm/ps^2
  power from field: 105.04 meV/ps
  power to phonons: 105.04 meV/ps
  velocity change, 4 to 2 meV grid: -0.038 %
velocity: estimate +- standard error | predicted limit (km/s)
  time: 105.04 +- 0.05 | 105.04
  all: 105.04 +- 0.05 | 105.04
  real: 202.81 +- 0.08 | 202.69
  weighted: 105.36 +- 0.15 | 105.04
  stepped: 203.49 +- 0.08 | 203.54
  energy change: 105.04 +- 0.05 | 105.04
energy: estimate +- standard error | predicted limit (meV)
  time: 33.06 +- 0.01 | 33.04
  all: 33.06 +- 0.01 | 33.04
  real: 63.96 +- 0.02 | 63.94
  weighted: 33.07 +- 0.03 | 33.04
  stepped: 62.97 +- 0.01 | 62.96
bias, real: velocity 93.1 %, energy 93.5 %
bias, stepped: velocity 93.7 %, energy 90.5 %
drift velocity, time average: 1.05 x 10^7 cm/s
velocity standard deviation: 107.3 km/s
rms gap all-time per walker: 2.764 km/s, predicted 2.772 km/s
one flight from 40 meV, cosine -0.8:
  mean integral of e 16.4474, mean e/lambda 16.4474 meV ps
  mean square gap 483.59, mean square e/lambda 483.59 (meV ps)^2
nonparabolic flight, alpha 0.5 1/eV, 1 ps:
  start momentum: along -0.1, across 0.2 meV ps/nm
  path: quadrature 209.513, energy 209.513, endpoints 186.637 nm
```
